# Free-energy cost of stretching a strongly segregated lamella: test program

```python
"""
Result under test: a strongly segregated lamella of period L has free energy
per chain F = a L^2 + B/L (stretching + interface, in kT). With L = L0(1+e),
F/F0 - 1 = e^2 (3+e)/(3(1+e)), whose leading term is e^2.
Symbols: N segments per symmetric diblock, b statistical segment length,
v segment volume, chi interaction parameter per segment, L0 preferred period,
F0 = F(L0), e fractional mismatch, Rg^2 = N b^2/6.
Chain number and volume are fixed while the period changes.
"""
import numpy as np
from scipy import constants, sparse
from scipy.fft import dct
from scipy.linalg import eigh
from scipy.optimize import brentq, linprog, minimize, minimize_scalar

# Rough typical parameters for a PS-b-PMMA-like melt; lengths in nm.
N, b, v, chi, temperature = 1000, 0.68, 0.17, 0.04, 500.0
kT = constants.k * temperature
a = np.pi**2 / (32 * N * b**2)
B = 2 * N * b * np.sqrt(chi / 6)


def energy(period):
    return a * period**2 + B / period


# Minimum stretching over every discrete ensemble of paths that fills a brush.
# Height and contour length are one; the junction is half a step before
# the first sampled position. Unknowns are flows between cells at each step.
def least_stretching(steps=8, cells=32):
    z = (np.arange(cells) + 0.5) / cells
    eye = sparse.eye(cells)
    ones = np.ones((1, cells))
    leaving = sparse.kron(eye, ones)
    arriving = sparse.kron(ones, eye)
    flows = steps - 1
    rows = []
    for t in range(flows - 1):
        row = [sparse.csr_matrix((cells, cells**2)) for _ in range(flows)]
        row[t], row[t + 1] = arriving, -leaving
        rows.append(row)
    rows.append([leaving] * (flows - 1) + [leaving + arriving])
    matrix = sparse.bmat(rows, format="csr")
    target = np.zeros(flows * cells)
    target[-cells:] = steps / cells
    jump = (z[:, None] - z[None, :])**2
    cost = np.tile(jump.ravel(), flows)
    cost[:cells**2] += np.repeat(2 * z**2, cells)
    answer = linprog(cost, A_eq=matrix, b_eq=target, method="highs")
    assert answer.success
    return 1.5 * steps * answer.fun


brush_program = least_stretching()
brush_formula = np.pi**2 / 8
# Eight time steps and 32 cells leave an error of a few per cent.
assert 0.98 < brush_program / brush_formula < 1.08

# Sample the proposed end distribution and paths; test filling and energy.
u = (np.arange(600) + 0.5) / 600
ends = np.sqrt(1 - (1 - u)**2)
s_edges = np.linspace(0, 1, 601)
s_mid = (s_edges[1:] + s_edges[:-1]) / 2
positions = np.sort(np.outer(ends, np.cos(np.pi * s_mid / 2)).ravel())
uniform = (np.arange(positions.size) + 0.5) / positions.size
filling_error = np.max(np.abs(positions - uniform))
paths = np.outer(ends, np.cos(np.pi * s_edges / 2))
sampled_brush = 1.5 * np.mean(np.sum(np.diff(paths, axis=1)**2, axis=1)) * 600
assert filling_error < 5e-3
assert abs(sampled_brush / brush_formula - 1) < 1e-3

# Minimize the interface functional with phi = sin^2(theta/2).
# Length unit b/sqrt(chi), tension unit kT b sqrt(chi)/v.
x = np.linspace(-4, 4, 162)
dx = x[1] - x[0]


def interface_functional(inner):
    theta = np.concatenate(([0.0], inner, [np.pi]))
    difference = np.diff(theta)
    value = np.sum(np.sin(theta)**2) * dx / 4
    value += np.sum(difference**2) / (24 * dx)
    slope = np.sin(2 * inner) * dx / 4
    slope += (difference[:-1] - difference[1:]) / (12 * dx)
    return value, slope


profile = minimize(interface_functional, np.linspace(0, np.pi, 162)[1:-1],
                   jac=True, method="L-BFGS-B",
                   options=dict(maxiter=10000, maxfun=20000,
                                ftol=1e-14, gtol=1e-9))
theta = np.concatenate(([0.0], profile.x, [np.pi]))
width_numeric = 2 * dx / np.max(np.diff(theta))
assert abs(profile.fun / np.sqrt(1 / 6) - 1) < 3e-3
assert abs(width_numeric / (2 / np.sqrt(6)) - 1) < 1e-2

# Preferred period, energy partition and mismatch law.
L0 = (32 / (np.pi**2 * np.sqrt(6)))**(1 / 3) * b * chi**(1 / 6) * N**(2 / 3)
found = minimize_scalar(energy, bounds=(L0 / 3, 3 * L0), method="bounded",
                        options=dict(xatol=1e-8))
F0 = found.fun
assert abs(found.x / L0 - 1) < 1e-6
assert abs(F0 / (3 * a * L0**2) - 1) < 1e-10
assert abs((B / found.x) / (a * found.x**2) - 2) < 1e-5
for strain in (-0.2, -0.05, 0.05, 0.2):
    fraction = energy(found.x * (1 + strain)) / F0 - 1
    law = strain**2 * (3 + strain) / (3 * (1 + strain))
    assert abs(fraction - law) < 1e-7
for strain in (-0.001, 0.001):
    fraction = energy(found.x * (1 + strain)) / F0 - 1
    assert abs(fraction / strain**2 - 1) < 1e-3

# Width at which a trench changes from six to seven periods.
count = 6
crossover = brentq(lambda W: energy(W / count) - energy(W / (count + 1)),
                   count * L0, (count + 1) * L0)
cross_formula = L0 * (2 * count**2 * (count + 1)**2
                      / (2 * count + 1))**(1 / 3)
assert abs(crossover / cross_formula - 1) < 1e-9
stretch_limit = crossover / (count * L0) - 1
squeeze_limit = crossover / ((count + 1) * L0) - 1


# One-dimensional self-consistent field theory on half a period, in Rg units.
# The B field and density mirror those of A. Contour integrals are exact
# in the eigenbasis of the discretized chain operator.
def field_theory(chi_N, period, field=None, points=48):
    half = period / 2
    k = np.pi * np.arange(points) / half
    cosine = dct(np.eye(points), norm="ortho", axis=0)
    kinetic = cosine.T @ np.diag(k**2) @ cosine

    def densities(w):
        level, mode = eigh(kinetic + np.diag(w))
        decay = np.exp(-level / 2)
        start = mode.sum(axis=0)
        q = mode @ (decay * start)
        junction = q[::-1]
        gap = level[:, None] - level[None, :]
        np.fill_diagonal(gap, 1.0)
        kernel = (decay[None, :] - decay[:, None]) / gap
        np.fill_diagonal(kernel, decay / 2)
        Q = np.mean(q * junction)
        right = mode * (mode.T @ junction)
        phi = np.sum(((mode * start) @ kernel) * right, axis=1) / Q
        return phi, Q

    def residual(w):
        phi, _ = densities(w)
        return (chi_N * (phi[::-1] - 0.5) - (w - w[::-1]) / 2 - w.mean())

    if field is None:
        grid = (np.arange(points) + 0.5) * half / points
        w = chi_N / 2 * np.tanh((grid - half / 2) * np.sqrt(chi_N))
        for _ in range(400):
            w = w + 3 / chi_N * residual(w)
    else:
        w = field.copy()
    for iteration in range(60):
        r = residual(w)
        if np.max(np.abs(r)) < 1e-8:
            break
        if iteration % 6 == 0:
            jacobian = np.empty((points, points))
            for j in range(points):
                shifted = w.copy()
                shifted[j] += 1e-5
                jacobian[:, j] = (residual(shifted) - r) / 1e-5
        w = w - np.linalg.solve(jacobian, r)
    assert np.max(np.abs(residual(w))) < 1e-7
    phi, Q = densities(w)
    value = -np.log(Q) + np.mean(chi_N * phi * phi[::-1] - 2 * w * phi)
    return value, w


def field_stiffness(chi_N):
    scale = np.sqrt(6) * (32 / (np.pi**2 * np.sqrt(6)))**(1 / 3)
    center, field, step = 0.97 * scale * chi_N**(1 / 6), None, 0.03
    for _ in range(4):
        middle, field = field_theory(chi_N, center, field)
        upper, _ = field_theory(chi_N, center * (1 + step), field)
        lower, _ = field_theory(chi_N, center * (1 - step), field)
        stiffness = (upper + lower - 2 * middle) / (2 * step**2)
        shift = -(upper - lower) / (4 * step * stiffness)
        if abs(shift) < 1e-3:
            break
        center *= 1 + shift
    assert abs(shift) < 2e-3 and stiffness > 0
    assert middle < chi_N / 4      # lower than the mixed melt
    return center, middle, stiffness, field


scft = {value: field_stiffness(value) for value in (20.0, 40.0, 80.0)}
ratios = [scft[value][2] / scft[value][1] for value in (20.0, 40.0, 80.0)]
assert abs(1 - ratios[0]) > abs(1 - ratios[1]) > abs(1 - ratios[2])
assert abs(chi * N - 40.0) < 1e-10
period_rg, scft_F0, scft_stiff, scft_field = scft[40.0]
scft_period = period_rg * b * np.sqrt(N / 6)
e = 0.05
scft_stretched, _ = field_theory(40.0, period_rg * (1 + e), scft_field)
scft_excess = scft_stretched - scft_F0

# Worked numbers and sizes of neglected effects.
excess = energy(L0 * (1 + e)) - F0
tension = kT * b * 1e-9 * np.sqrt(chi / 6) / (v * 1e-27)
width = 2 * b / np.sqrt(6 * chi)
film_height, line_length = 30.0, 1000.0
chains = L0 * film_height * line_length / (N * v)
contour = 0.25                         # nm per vinyl monomer, rough
extension = np.pi * (L0 / 4) / (2 * (N / 2)) / contour
bulk_modulus = 1e9                     # Pa, rough for a polymer melt
stress = 2 * e * F0 * kT / (N * v * 1e-27)
chi_shift = minimize_scalar(
    lambda L: a * L**2 + B * np.sqrt(0.9) / L,
    bounds=(L0 / 2, 2 * L0), method="bounded",
    options=dict(xatol=1e-8)).x / L0 - 1
invariant_N = N * b**6 / v**2

print(f"segments per chain N: {N}")
print(f"statistical segment length b: {b:.2f} nm")
print(f"segment volume v: {v:.2f} nm^3")
print(f"interaction parameter chi: {chi:.3f}")
print(f"segregation chi N: {chi*N:.1f}")
print(f"temperature: {temperature:.0f} K")
print(f"brush coefficient, formula pi^2/8: {brush_formula:.4f}")
print(f"brush coefficient, linear program: {brush_program:.4f}")
print(f"brush coefficient, sampled paths: {sampled_brush:.4f}")
print(f"largest error of uniform filling: {filling_error:.1e}")
print(f"reduced tension, formula: {np.sqrt(1/6):.4f}")
print(f"reduced tension, minimized profile: {profile.fun:.4f}")
print(f"stretching coefficient a: {a:.4e} kT/nm^2")
print(f"interface coefficient B: {B:.2f} kT nm")
print(f"interfacial tension: {tension*1e3:.2f} mJ/m^2")
print(f"preferred period L0: {L0:.2f} nm")
print(f"stretching energy at L0: {a*L0**2:.3f} kT per chain")
print(f"interface energy at L0: {B/L0:.3f} kT per chain")
print(f"total energy F0: {F0:.3f} kT per chain")
print(f"example mismatch e: {100*e:.1f} %")
print(f"stretched period: {L0*(1+e):.2f} nm")
print(f"leading fraction e^2: {100*e**2:.4f} %")
print(f"full fraction at +e: {100*excess/F0:.4f} %")
print(f"full fraction at -e: {100*(energy(L0*(1-e))/F0-1):.4f} %")
print(f"energy increase at +e: {excess:.5f} kT per chain")
print(f"lamella height: {film_height:.0f} nm")
print(f"lamella length: {line_length:.0f} nm")
print(f"chains in one period of that lamella: {chains:.0f}")
print(f"energy increase of that period: {chains*excess:.1f} kT")
print(f"trench crossover, 6 to 7 periods: {crossover:.1f} nm")
print(f"stretch of 6 periods there: {100*stretch_limit:.2f} %")
print(f"squeeze of 7 periods there: {100*squeeze_limit:.2f} %")
for value, ratio in zip((20, 40, 80), ratios):
    print(f"SCFT coefficient of e^2 at chi N={value}: {ratio:.3f}")
print(f"SCFT period at chi N=40: {scft_period:.2f} nm")
print(f"SCFT energy at chi N=40: {scft_F0:.3f} kT per chain")
print(f"SCFT stiffness at chi N=40: {scft_stiff:.3f} kT per chain")
print(f"SCFT increase at +e: {scft_excess:.5f} kT per chain")
print(f"SCFT fraction at +e: {100*scft_excess/scft_F0:.4f} %")
print(f"interface width: {width:.2f} nm")
print(f"interface width / half period: {2*width/L0:.3f}")
print(f"rough contour length per segment: {contour:.2f} nm")
print(f"largest local extension / contour: {extension:.3f}")
print(f"freely jointed energy correction: {30*extension**2:.2f} %")
print(f"stress scale at +e: {stress/1e3:.2f} kPa")
print(f"rough bulk modulus: {bulk_modulus/1e9:.1f} GPa")
print(f"stress / bulk modulus: {stress/bulk_modulus:.1e}")
print(f"period change for 10 % lower chi: {100*chi_shift:.2f} %")
print(f"invariant chain length N b^6/v^2: {invariant_N:.0f}")
print("every check passed")
```

Running it gives:

```
segments per chain N: 1000
statistical segment length b: 0.68 nm
segment volume v: 0.17 nm^3
interaction parameter chi: 0.040
segregation chi N: 40.0
temperature: 500 K
brush coefficient, formula pi^2/8: 1.2337
brush coefficient, linear program: 1.2522
brush coefficient, sampled paths: 1.2337
largest error of uniform filling: 5.4e-04
reduced tension, formula: 0.4082
reduced tension, minimized profile: 0.4082
stretching coefficient a: 6.6701e-04 kT/nm^2
interface coefficient B: 111.04 kT nm
interfacial tension: 2.25 mJ/m^2
preferred period L0: 43.66 nm
stretching energy at L0: 1.272 kT per chain
interface energy at L0: 2.543 kT per chain
total energy F0: 3.815 kT per chain
example mismatch e: 5.0 %
stretched period: 45.85 nm
leading fraction e^2: 0.2500 %
full fraction at +e: 0.2421 %
full fraction at -e: 0.2588 %
energy increase at +e: 0.00923 kT per chain
lamella height: 30 nm
lamella length: 1000 nm
chains in one period of that lamella: 7705
energy increase of that period: 71.2 kT
trench crossover, 6 to 7 periods: 282.7 nm
stretch of 6 periods there: 7.91 %
squeeze of 7 periods there: -7.51 %
SCFT coefficient of e^2 at chi N=20: 0.520
SCFT coefficient of e^2 at chi N=40: 0.586
SCFT coefficient of e^2 at chi N=80: 0.630
SCFT period at chi N=40: 41.91 nm
SCFT energy at chi N=40: 5.300 kT per chain
SCFT stiffness at chi N=40: 3.107 kT per chain
SCFT increase at +e: 0.00758 kT per chain
SCFT fraction at +e: 0.1430 %
interface width: 2.78 nm
interface width / half period: 0.127
rough contour length per segment: 0.25 nm
largest local extension / contour: 0.137
freely jointed energy correction: 0.56 %
stress scale at +e: 15.49 kPa
rough bulk modulus: 1.0 GPa
stress / bulk modulus: 1.5e-05
period change for 10 % lower chi: -1.74 %
invariant chain length N b^6/v^2: 3421
every check passed
```
